\section*{Diffuse-Wall Resistivity of a Thin Copper Wire and Its First Correction}

\section{A small resistivity that counts almost three times}

A defect-free circular copper wire, 10 nm in diameter with diffusely scattering walls, has a semiclassically calculated resistivity of 6.57 $\mu\Omega\,$cm when the walls are the sole source of scattering. Now let the metal also scatter weakly in its interior, so that a thick piece of it would have a resistivity of 0.01 $\mu\Omega\,$cm. The calculated wire resistivity becomes 6.602 $\mu\Omega\,$cm. The rise is 0.43 percent of 6.57, or 0.028 $\mu\Omega\,$cm, nearly three times the resistivity that was put in. Simple addition of the two sources would give 0.01.

Two things need explaining: the value 6.6 itself, which follows from one bulk constant and the diameter, and the factor of nearly three. They are the leading term and the first correction of one expansion.

\section{The model and the bulk constant}

The electrons are free and semiclassical, with a spherical Fermi surface of radius $k_F$ and speed $v$ on it. Bulk collisions are isotropic, with mean free path $\lambda$. The wire is much longer than both its diameter $d$ and $\lambda$; for the wall-limited value alone, a length much greater than $d$ is enough, though the limit is approached slowly, with a resistance still about 3 percent high at a length of $100d$. A diffuse wall sends electrons back with no memory of their axial motion. The field $E$ points along the axis $z$, and $\theta$ is the angle between an electron's velocity and $z$.

Consider an electron that has travelled a mean distance $\Lambda$ since its last collision of either kind. The force $-eE$ has changed its energy by $w=-eE\Lambda\cos\theta$. Just after that collision the distribution was the equilibrium one, $f_0$, because the part induced by the field is odd in $\cos\theta$ and a collision averages it to zero. The distribution is therefore $f_0(\varepsilon-w)\simeq f_0-w f_0'$, and the change is $\delta f=eE\Lambda\cos\theta\,f_0'$. Each electron carries the axial current $-ev\cos\theta$. With $g$ the density of states per volume at the Fermi energy, both spins included, and $\int(-f_0')\,d\varepsilon=1$,
\begin{equation}
j=e^2 g v\,\langle\Lambda\cos^2\theta\rangle E ,
\end{equation}
where the average runs over directions and, in a wire, over the cross-section.

In the bulk $\Lambda=\lambda$ and $\langle\cos^2\theta\rangle=1/3$, so $\sigma_0=e^2gv\lambda/3$. The number of electrons per volume inside a sphere of radius $k$ is $k^3/(3\pi^2)$. Hence $g=(k_F^2/\pi^2)/(d\varepsilon/dk)=k_F^2/(\pi^2\hbar v)$, and
\begin{equation}
\rho_0\lambda=\frac{3}{e^2gv}=\frac{3\pi^2\hbar}{e^2k_F^2}.
\label{product}
\end{equation}
The speed and the effective mass have dropped out. Cooling changes $\rho_0$ and $\lambda$ but not their product, as long as $k_F$ stays fixed.

Copper has four atoms per cubic cell. A rough lattice constant of 0.361 nm and one free electron per atom give $n=4/0.361^3=85.0$ nm$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=13.6$ nm$^{-1}$. Equation (\ref{product}) then yields $\rho_0\lambda=65.73$ $\mu\Omega\,$cm\,nm. The last digits are kept so that small corrections can be followed; the free-electron model does not justify them as a description of copper.

\section{An integral for the wire}

Let $s$ be the distance back to the wall, measured in the cross-section. The distance along the path is $\ell=s/\sin\theta$. An electron has gone a distance $l$ without a bulk collision with probability $e^{-l/\lambda}$, so
\begin{equation}
\Lambda=\int_0^{\ell}e^{-l/\lambda}\,dl=\lambda\left(1-e^{-\ell/\lambda}\right).
\label{back}
\end{equation}
Since $1-e^{-t}<t$ for $t>0$, $\Lambda$ is smaller than $\ell$: in this model bulk scattering can only raise the resistivity above its wall-limited value.

Dividing the wire conductivity $\sigma$ by $\sigma_0$ gives $\sigma/\sigma_0=3\langle\cos^2\theta\,\Lambda\rangle/\lambda$. The average over polar angle is $\frac12\int_0^\pi\sin\theta\,d\theta$, and the two halves of the range are equal. With $u=\sin\theta$ and $d\theta=du/\sqrt{1-u^2}$,
\begin{equation}
\frac{\sigma}{\sigma_0}=\langle G(s/\lambda)\rangle,\qquad
G(x)=3\int_0^1u\sqrt{1-u^2}\left(1-e^{-x/u}\right)du .
\label{G}
\end{equation}
The remaining average is over the section. A circle looks the same from every side, so one in-plane direction suffices. Divide the section into chords along it, at offset $y=\frac d2\sin\psi$ from the centre and of length $c=d\cos\psi$. With $dy=\frac d2\cos\psi\,d\psi$ and area $\pi d^2/4$,
\begin{equation}
\langle F(s)\rangle=\frac{2}{\pi d}\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi\int_0^{d\cos\psi}F(s)\,ds .
\label{section}
\end{equation}
The small parameter is $\kappa=d/\lambda$.

\section{Leading order: the diameter replaces the free path}

For $\kappa\ll1$ replace $1-e^{-x/u}$ by $x/u$. Since $\int_0^1\sqrt{1-u^2}\,du=\pi/4$, this gives $G\simeq3\pi x/4$. From (\ref{section}), with $\int\cos^3\psi\,d\psi=4/3$,
\begin{equation}
\langle s\rangle=\frac{2}{\pi d}\,\frac{d^2}{2}\,\frac43=\frac{4d}{3\pi}.
\end{equation}
For the example this is 4.244 nm. Hence
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\frac{3\pi}{4}\,\frac{4d}{3\pi\lambda}=\frac d\lambda,
\qquad
\rho\simeq\frac{\rho_0\lambda}{d}=\frac{65.73}{10}=6.57\ \mu\Omega\,\mathrm{cm}.
\label{leading}
\end{equation}
The guess that $d$ takes the place of $\lambda$ has a numerical factor of one for a circular wire. The factor is the product of an angular part, $3\pi/4$, and a geometric part, $4/(3\pi)$.

Diffusion gives the same result by another road. Electrons leave a diffuse wall with a flux proportional to the normal velocity, so the weight of a direction is $\sin^2\theta\cos\varphi\,d\theta\,d\varphi$, where $\varphi$ is the in-plane angle from the normal. The flight length is $L=d\cos\varphi/\sin\theta$ and the axial displacement is $L\cos\theta$. Therefore
\begin{align}
\langle L\rangle&=d\,\frac{\int\sin\theta\,d\theta\int\cos^2\varphi\,d\varphi}{\int\sin^2\theta\,d\theta\int\cos\varphi\,d\varphi}
=d\,\frac{2\cdot\pi/2}{(\pi/2)\cdot2}=d,\\
\langle L^2\cos^2\theta\rangle&=d^2\,\frac{\int\cos^2\theta\,d\theta\int\cos^3\varphi\,d\varphi}{\int\sin^2\theta\,d\theta\int\cos\varphi\,d\varphi}
=d^2\,\frac{(\pi/2)(4/3)}{(\pi/2)\cdot2}=\frac{2d^2}{3}.
\end{align}
Successive flights have uncorrelated axial displacements, so the diffusion coefficient is $(2d^2/3)/(2d/v)=vd/3$. This is the bulk form $v\lambda/3$ with $\lambda$ replaced by $d$.

\section{The first correction}

The next term of the exponential series would contribute $-x^2/(2u^2)$ to the bracket in (\ref{G}), and hence $\int du/u$, which diverges at small $u$. These are electrons travelling almost along the axis. Their distance to the wall, $s/u$, exceeds $\lambda$ once $u<s/\lambda$, and there the series cannot be used. The divergence signals a logarithm.

To find it, separate the part already known. Let $f(t)=1-t-e^{-t}$, so that
\begin{equation}
G(x)=\frac{3\pi x}{4}+3(J_1+J_2),
\end{equation}
\begin{equation}
J_1=\int_0^1u\,f(x/u)\,du,\qquad
J_2=\int_0^1u\left(\sqrt{1-u^2}-1\right)f(x/u)\,du .
\end{equation}

\subsection{The part with the logarithm}

In $J_1$ put $u=x/t$, so that $u\,du\to x^2\,dt/t^3$ once the limits are put in increasing order. Integrate by parts twice, with $f'=e^{-t}-1$ and $f''=-e^{-t}$. The boundary terms at infinity vanish:
\begin{equation}
\frac{J_1}{x^2}=\int_x^\infty\frac{f(t)}{t^3}\,dt
=\frac{f(x)}{2x^2}+\frac{f'(x)}{2x}-\frac12\int_x^\infty\frac{e^{-t}}{t}\,dt .
\end{equation}
For small $x$ the first term tends to $-1/4$ and the second to $-1/2$. One more integration by parts gives
\begin{equation}
\int_x^\infty\frac{e^{-t}}{t}\,dt=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt
\to\ln\frac1x-\gamma ,
\end{equation}
where $\gamma=-\int_0^\infty e^{-t}\ln t\,dt=0.5772$ is Euler's constant. Hence
\begin{equation}
J_1\simeq-\frac{x^2}{2}\left(\ln\frac1x+\frac32-\gamma\right).
\end{equation}

\subsection{The regular part}

In $J_2$ the factor $\sqrt{1-u^2}-1$ vanishes as $u^2$, so small $u$ does no harm. Because $|f(t)|\le t^2/2$, and $f(t)/t^2\to-1/2$ as $t\to0$, we may use $f(x/u)\simeq-x^2/(2u^2)$ under the integral. With $w=\sqrt{1-u^2}$ and $du/u=-w\,dw/(1-w^2)$,
\begin{equation}
\int_0^1\frac{\sqrt{1-u^2}-1}{u}\,du=\int_0^1\frac{(w-1)w}{1-w^2}\,dw
=-\int_0^1\frac{w}{1+w}\,dw=\ln2-1 .
\end{equation}
So $J_2\simeq-\frac{x^2}{2}(\ln2-1)$, and together
\begin{equation}
G(x)\simeq\frac{3\pi x}{4}-\frac{3x^2}{2}\left(\ln\frac1x+\frac12-\gamma+\ln2\right).
\label{Gsmall}
\end{equation}

\subsection{Average over the section}

Two averages are needed. From (\ref{section}) with $\int\cos^4\psi\,d\psi=3\pi/8$,
\begin{equation}
\langle s^2\rangle=\frac{2}{\pi d}\,\frac{d^3}{3}\,\frac{3\pi}{8}=\frac{d^2}{4}.
\end{equation}
For the logarithm, $\int_0^cs^2\ln(d/s)\,ds=\frac{c^3}{3}\left[\ln(d/c)+\frac13\right]$ and $\ln(d/c)=-\ln\cos\psi$. This calls for $L_4$, where over $-\pi/2<\psi<\pi/2$
\begin{equation}
L_n=\int\cos^n\psi\,\ln\cos\psi\,d\psi,\qquad I_n=\int\cos^n\psi\,d\psi .
\end{equation}
Integrating one factor $\cos\psi$ by parts and using $\sin^2\psi=1-\cos^2\psi$ gives $L_n=(n-1)(L_{n-2}-L_n)+I_{n-2}-I_n$, or
\begin{equation}
nL_n=(n-1)L_{n-2}+I_{n-2}-I_n .
\end{equation}
To start, let $M=\int_0^{\pi/2}\ln\cos\psi\,d\psi=\int_0^{\pi/2}\ln\sin\psi\,d\psi$. Adding the two forms, $2M=\int_0^{\pi/2}\ln(\frac12\sin2\psi)\,d\psi=-\frac\pi2\ln2+M$, so $L_0=2M=-\pi\ln2$. With $I_0=\pi$, $I_2=\pi/2$ and $I_4=3\pi/8$,
\begin{align}
L_2&=\tfrac12\left(-\pi\ln2+\tfrac\pi2\right),\\
L_4&=\tfrac14\left(3L_2+\tfrac\pi8\right)=\tfrac{3\pi}{8}\left(\tfrac{7}{12}-\ln2\right).
\end{align}
Therefore
\begin{equation}
\frac{\langle s^2\ln(d/s)\rangle}{\langle s^2\rangle}=\ln2-\frac7{12}+\frac13=\ln2-\frac14 .
\end{equation}
Put $x=s/\lambda$ and $\ln(1/x)=\ln(1/\kappa)+\ln(d/s)$ in (\ref{Gsmall}). The result is
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\kappa-\frac38\kappa^2\left(\ln\frac1\kappa+C\right),\qquad
C=\frac14+2\ln2-\gamma=1.059 .
\label{sigma}
\end{equation}
Inverting to the same order, and using $\rho_0/\kappa=\rho_0\lambda/d$,
\begin{equation}
\rho\simeq\frac{\rho_0\lambda}{d}+\frac38\,\rho_0\left(\ln\frac\lambda d+C\right).
\label{rho}
\end{equation}

\section{Reading the numbers}

The factor of nearly three is the coefficient of $\rho_0$ in (\ref{rho}). For $\rho_0=0.01$ $\mu\Omega\,$cm the bulk free path is $65.73/0.01=6570$ nm, so $\lambda/d=657$ and $\ln657=6.49$. The coefficient is $\frac38(6.49+1.06)=2.83$, and the rise is 0.028 $\mu\Omega\,$cm. Numerical evaluation of the full integral gives the same rise, 0.43 percent.

The logarithm has a direct meaning. Electrons moving nearly along the axis have a long way $\ell$ to the wall. Expanding (\ref{back}) for $\ell\ll\lambda$ shows that bulk collisions shorten the mean path by $\ell^2/(2\lambda)$, so the loss weighs most on these long flights. The square law holds up to $\ell$ of about $\lambda$, which is why $\ln(\lambda/d)$ appears. The coefficient grows as the metal becomes purer, but $\rho_0$ falls faster than the logarithm rises, and the total correction goes to zero.

The logarithm also marks a limit of the semiclassical model. It counts directions down to $\sin\theta\approx d/\lambda=0.0015$. In a hard-walled wire the transverse wavenumber is at least $2.405/(d/2)$, where 2.405 is the first zero of the Bessel function $J_0$. With $k_Fd/2=68.0$, the smallest possible value is $\sin\theta=2.405/68.0=0.035$. The longest flights in the integral therefore have no counterpart among the modes of a 10 nm wire. As a crude measure, removing all directions with $\sin\theta<0.035$ from the integral lowers the factor from 2.8 to about 1.25. It also raises the wall-limited value itself from 6.57 to 6.88 $\mu\Omega\,$cm, a shift of 4.7 percent, about ten times the correction. The factor of nearly three belongs to the semiclassical model and should not be expected of a real wire this thin.

At room temperature the expansion is strained. A rough bulk value of 1.7 $\mu\Omega\,$cm gives $\lambda=38.7$ nm and $\kappa=0.2586$. Equation (\ref{sigma}) yields $0.2586-0.0605=0.1981$, against 0.196 from the full integral. A simulated random walk with bulk and wall collisions gives 0.1957. The wire resistivity is $1.7/0.196=8.67$ $\mu\Omega\,$cm. The inverted form (\ref{rho}) gives 8.1, about 6.5 percent lower than the full integral, mainly because inversion to first order drops the square of a relative correction that is now 0.23. At this $\kappa$ the conductivity form is the better one.

\section{The opposite limit}

For a thick wire, $\kappa\gg1$, equation (\ref{section}) gives
\begin{equation}
\left\langle e^{-s/(\lambda u)}\right\rangle\simeq\frac{2}{\pi d}\,\lambda u\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi=\frac{4u}{\pi\kappa},
\end{equation}
since nearly every chord is much longer than $\lambda u$. With $\int_0^1u^2\sqrt{1-u^2}\,du=\pi/16$,
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq1-\frac{12}{\pi\kappa}\,\frac{\pi}{16}=1-\frac{3}{4\kappa},
\qquad
\rho\simeq\rho_0+\frac34\,\frac{\rho_0\lambda}{d}.
\end{equation}
Here the wall disturbs a layer about one free path deep. The wall term has the same form as (\ref{leading}) but a different factor. Carried over to the thin wire it would give 4.93 $\mu\Omega\,$cm, which is 25 percent below the thin-wire result.

\section{What moves the estimate}

\textbf{Partly specular walls.} Let a fraction $p$ of wall reflections be mirror-like. In a circle such a reflection preserves the chord length $c$ and the axial velocity. The in-plane distance back to the last diffuse event becomes $s+c(p+p^2+\dots)=s+cp/(1-p)$. Points are spread evenly along each chord, so $\langle c\rangle=2\langle s\rangle$, and the effective path grows by $1+2p/(1-p)=(1+p)/(1-p)$. For $p=0.1$ and $\lambda\gg d$ the resistivity falls to $6.57\times0.9/1.1=5.38$ $\mu\Omega\,$cm.

\textbf{Fermi surface.} Copper's Fermi surface has eight necks. With a rough neck radius of $0.2k_F$ they remove 8.1 percent of the sphere's area. At fixed free path this alone raises the bulk product $\rho_0\lambda$ by 8.8 percent. The thin wire does not simply follow, because its current favours directions near the axis. The effect there depends on the orientation of the crystal and is much larger when a pair of necks lies along the wire. The bulging of the surface between the necks is left out.

\textbf{Short and long wires.} The section holds about $(\pi d^2/4)(\pi k_F^2)/(2\pi)^2=1157$ transverse modes; a count with hard walls gives 1125. Each conducts $2e^2/h$, so contacts that fill them evenly set a scale of 11.2 $\Omega$. The wall-limited resistivity gives 837 $\Omega$ for a length of 1 $\mu$m, and the contact value is 1.3 percent of this. The actual excess at that length is larger, about 3 percent in the semiclassical model, because electrons moving nearly along the axis cross much of the wire without meeting the wall. At 15.4 $\mu$m the wire resistance reaches $h/(2e^2)$. Around and beyond that length interference can invalidate the semiclassical result, if the electrons stay phase coherent. The first correction, on the other hand, assumes a wire much longer than $\lambda=6.57$ $\mu$m, and at that length the finite-length excess is still 0.56 percent, more than the correction itself. For the cold example the two conditions leave almost no range of length unless phase coherence is lost over a shorter distance.

\textbf{Real interconnects.} A width near 10 nm belongs to the narrow end of copper wiring, but real lines are roughly rectangular, have liners, and work at room temperature or above. The residual value of 0.01 $\mu\Omega\,$cm suits pure, well-annealed bulk copper, not a deposited line. The model also leaves out grain boundaries. If the modes are evenly filled, a boundary that reflects a fraction $R$ in each of them changes the resistance of the modes from $h/(2e^2N)$ to $h/[2e^2N(1-R)]$, with $N$ their number, and so adds $11.2\,R/(1-R)$ ohms. For an illustrative $R=0.2$ and one boundary every 10 nm, simple addition over the 100 boundaries in 1 $\mu$m gives about 280 $\Omega$, a third of the wall-limited resistance. Even without interference this is too low: boundaries so close together also cut short the long flights near the axis, which carry more than their share of the current. Loss of one atomic layer, 0.208 nm, all round the wall raises the resistance by 14 percent at fixed length, because resistance varies as $d^{-3}$ in the thin-wire limit.

Apart from the contacts, whose share falls with length, each effect given a value here is larger than the 0.43 percent correction. The figure of 6.6 $\mu\Omega\,$cm is thus a sharp result of the model and, for a real wire, an estimate that shifts with temperature, walls, grains, crystal orientation and dimensions, and with the absence of modes very close to the axis. The remaining values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Lattice constant (rough input): 0.361 nm
Wire diameter (input): 10 nm
Electron density: 85.02 nm^-3
Fermi wavenumber: 13.6 nm^-1
Bulk rho-lambda product: 65.73 microohm cm nm
Mean distance back to wall in section: 4.244 nm
Effective path by ray geometry: 10 nm
Mean flight between wall hits: 10 nm
Mean square axial flight: 66.67 nm^2
WIRE RESISTIVITY, thin-wire limit: 6.57 microohm cm
Same in SI: 6.57e-08 ohm m
Value if thick-wire factor 3/4 were misused: 4.93 microohm cm
Residual bulk resistivity (rough input): 0.01 microohm cm
Bulk path at low temperature: 6.57e+03 nm
Wire resistivity with residual scattering: 6.602 microohm cm
Rise from residual scattering: 0.43 percent
Room-temperature bulk resistivity (rough input): 1.7 microohm cm
Bulk path at room temperature: 38.7 nm
Room-temperature sigma/sigma0, formula: 0.196
Room-temperature sigma/sigma0, random walk: 0.1957
Room-temperature wire resistivity: 8.67 microohm cm
sigma/sigma0 with p = 0.3, formula: 0.2936
sigma/sigma0 with p = 0.3, random walk: 0.2937
Specular fraction (chosen): 0.1
Low-temperature resistivity at that fraction: 5.38 microohm cm
Neck radius over k_f (rough input): 0.2
Fermi sphere area removed by necks: 8.1 percent
Rise of rho-lambda from necks alone: 8.8 percent
Fermi wavenumber times wire radius: 68.02
Transverse modes, area law: 1157
Transverse modes, counted with hard wall: 1125
Mode shortfall: 2.7 percent
Wire length (chosen): 1 micrometre
Wire resistance at that length: 837 ohm
Ballistic contact resistance: 11.2 ohm
Contact share relative to wire: 1.3 percent
Length where wire resistance is h/(2e^2): 15.4 micrometre
One atomic layer: 0.208 nm
Resistance rise if one wall layer is lost: 14 percent
\end{verbatim}
